# Thermal stability limit of a silicon carbide switch at constant current

**The question.** A silicon carbide MOSFET is held on and carries a direct current $I$ from a source that supplies whatever voltage this current needs. Its resistance at junction temperature $T$ is

$$R(T)=R_0\left(\frac{T}{T_0}\right)^n,\qquad n=2.4,\quad T_0=300\ \mathrm{K}.$$

All temperatures in formulas are absolute. Heat leaves through a constant thermal resistance $R_{th}$ to ambient at $T_a=300$ K. One temperature describes the junction, one heat capacity $C$ describes the heated mass, and conduction is the only loss.

## Part (a): steady states

*Write the heat balance and find how many steady states exist at a given current. Show that the largest steady current belongs to a junction temperature of 514 K.*

**Answer.** The stored heat changes at the rate of electrical heating minus heat removal:

$$C\frac{dT}{dt}=I^2R(T)-\frac{T-T_a}{R_{th}}. \tag{1}$$

In a steady state the left side is zero. It is easier to ask which current holds a chosen temperature than the reverse. Call this current $I_s(T)$:

$$I_s^2(T)=\frac{T-T_a}{R_{th}R(T)}=\frac{T_0^n}{R_{th}R_0}\,\frac{T-T_a}{T^n}. \tag{2}$$

Take the logarithm and differentiate. The constant prefactor drops out:

$$\frac{d\ln I_s^2}{dT}=\frac{1}{T-T_a}-\frac nT=\frac{T-n(T-T_a)}{T(T-T_a)}=\frac{nT_a-(n-1)T}{T(T-T_a)}. \tag{3}$$

The denominator is positive for $T>T_a$. Since $n>1$, the numerator is positive at low temperature and changes sign once, at

$$T^*=\frac{n}{n-1}T_a=\frac{2.4}{1.4}\times300\ \mathrm{K}=514.3\ \mathrm{K}. \tag{4}$$

This is 241 °C. The function $I_s^2$ starts from zero at $T_a$, rises to its maximum at $T^*$, and then falls towards zero as $T^{1-n}$. Writing $I_{max}=I_s(T^*)$, there are three cases:

- For $0<I<I_{max}$ there are two steady states, one on each side of $T^*$.
- For $I=I_{max}$ they merge at $T^*$.
- For $I>I_{max}$ there is none.

Steady solutions above 514 K therefore do exist on paper. Whether a device can operate there is a question of stability, treated in part (c).

The exponent matters. For $n<1$ the numerator of (3) is positive at every temperature and $I_s^2$ grows without bound, so each current has one steady state. For $n=1$, $I_s^2$ is proportional to $1-T_a/T$: it approaches a finite ceiling, but there is no finite turning temperature.

## Part (b): the limiting current

*Derive $I_{max}$. Evaluate it for a drift layer of thickness $L=100$ µm, donor density $N=6\times10^{14}$ cm⁻³, mobility $\mu=900$ cm²/Vs at 300 K and area $A=0.3$ cm², with $R_{th}=0.8$ K/W. Take $R_0$ to be the resistance of this layer, with all donors ionized.*

**Answer.** The temperature rise at the maximum is

$$T^*-T_a=\left(\frac{n}{n-1}-1\right)T_a=\frac{T_a}{n-1}=214.3\ \mathrm{K},$$

whatever the values of $R_0$ and $R_{th}$. Inserting this and (4) in (2) gives

$$I_{max}^2=\frac{T_0^n}{R_{th}R_0}\,\frac{T_a}{n-1}\left[\frac{n-1}{nT_a}\right]^n
=\frac{(n-1)^{n-1}}{n^n}\,\frac{T_0^n}{T_a^{\,n-1}R_{th}R_0}. \tag{5}$$

With $q$ the elementary charge, the conductivity is $qN\mu$, so

$$R_0=\frac{L}{qN\mu A}=\frac{10^{-2}\ \mathrm{cm}}{(1.602\times10^{-19}\ \mathrm{C})(6\times10^{14}\ \mathrm{cm^{-3}})(900\ \mathrm{cm^2/Vs})(0.3\ \mathrm{cm^2})}=0.385\ \Omega.$$

At $T^*$ the resistance has grown by the factor $(2.4/1.4)^{2.4}=3.646$, to $1.405\ \Omega$. The power that can be removed there is $214.3/0.8=267.9$ W. Hence

$$I_{max}=\sqrt{\frac{267.9\ \mathrm{W}}{1.405\ \Omega}}=13.8\ \mathrm{A},\qquad V=I_{max}R(T^*)=19.4\ \mathrm{V}.$$

Better cooling raises $I_{max}$ as $R_{th}^{-1/2}$ but leaves $T^*$ where it is. A warmer ambient, with device and cooling unchanged, raises $T^*$ in proportion to $T_a$ and lowers the current as $T_a^{-(n-1)/2}$. At 350 K ambient the values are 600 K and 12.4 A. A higher limiting temperature is thus no sign of a larger usable current.

## Part (c): stability

*Decide which steady states are stable, find the rate at which a small disturbance grows or decays, and describe what happens above $I_{max}$. Use $C=10$ J/K for numbers.*

**Answer.** By (2), the heat removed is $(T-T_a)/R_{th}=I_s^2(T)R(T)$. Equation (1) becomes

$$C\frac{dT}{dt}=R(T)\left[I^2-I_s^2(T)\right]. \tag{6}$$

The device warms when $I$ exceeds $I_s(T)$ and cools when it falls short. Let the two steady states at some $I<I_{max}$ be $T_1<T^*<T_2$. Between them $I_s>I$, so the device cools; outside them it warms. Every start below $T_2$ leads to $T_1$, and every start above $T_2$ leads away to higher temperature. The lower state is stable and the upper one is unstable.

For the rate, put $T=T_i+\delta$ in (1), where $T_i$ is either steady state, and keep terms linear in $\delta$:

$$C\frac{d\delta}{dt}=\left[I^2R'(T_i)-\frac1{R_{th}}\right]\delta.$$

The power law gives $R'=nR/T$, and the steady balance gives $I^2R(T_i)=(T_i-T_a)/R_{th}$. Therefore $\delta\propto e^{\lambda t}$ with

$$\lambda=\frac{1}{R_{th}C}\left[\frac{n(T_i-T_a)}{T_i}-1\right]. \tag{7}$$

The bracket vanishes at $T^*$. It is negative below and positive above: there, a small rise in temperature adds more heating than heat removal.

At 95 % of $I_{max}$, which is 13.1 A, the steady states are 416.7 K and 685.6 K. With $R_{th}C=8$ s,

$$\lambda_1=\frac{1}{8\ \mathrm{s}}\left[\frac{2.4\times116.7}{416.7}-1\right]=-0.041\ \mathrm{s^{-1}},\qquad
\lambda_2=\frac{1}{8\ \mathrm{s}}\left[\frac{2.4\times385.6}{685.6}-1\right]=+0.044\ \mathrm{s^{-1}}.$$

Integrating (1) from slightly displaced temperatures gives the same rates.

At $I=I_{max}$ the bracket in (6) is positive on both sides of $T^*$. The merged state is approached from below but left from above, so it does not survive disturbances. The precise statement is therefore that **at fixed current, stable steady operation from 300 K ambient requires a junction temperature below 514 K**.

Above $I_{max}$, equation (6) gives warming at every temperature. At 5 % excess current, heating from ambient passes $T^*$ after 60 s and reaches 900 K after 106 s. The last figure extrapolates the ohmic power law to a drop of 78 V, so it describes the model and not a real device. The passage is slow compared with 8 s because heating and removal nearly cancel near $T^*$. The net heating at $T^*$ is $(1.05^2-1)\times267.9=27$ W, which gives only 2.7 K/s. The slowest heating, 25 W, occurs slightly lower, near 480 K. A trial of a few time constants would not yet show the runaway, although the junction passes 175 °C after 34 s.

The fixed current is essential to the runaway. If the source reaches a voltage ceiling $V$, the heating becomes $V^2/R(T)$, which falls with temperature while heat removal rises. The two then balance at one temperature, and that state is stable. It can lie above 514 K, and may still be too hot for the device to survive.

## Part (d): margin at a package limit

*Suppose the package allows 175 °C. How close to $I_{max}$ is the device at this temperature, and how strongly does its temperature respond to current?*

**Answer.** Here $T=448.15$ K, and (2) gives $I=13.54$ A, already 98.1 % of $I_{max}$. For the response, write (3) in differential form, using $d\ln I^2=2\,dI/I$:

$$\frac{2\,dI}{I}=\left[\frac{1}{T-T_a}-\frac nT\right]dT.$$

Multiplying by $T-T_a$ and solving for the slope,

$$\frac{dT}{dI}=\frac{2(T-T_a)}{I\left[1-n(T-T_a)/T\right]}. \tag{8}$$

The subtracted term is $2.4\times148.15/448.15=0.793$, so

$$\frac{dT}{dI}=\frac{2\times148.15\ \mathrm{K}}{13.54\ \mathrm{A}\times0.207}\approx106\ \mathrm{K/A},$$

or about 1.4 K for each 0.1 % of current. The slope grows with the current, so a full 1 % increase raises the temperature by about 18 K. It diverges at $T^*$, where the bracket in (8) vanishes. The temperature margin of 66 K to $T^*$ thus corresponds to a current margin of only 2 %. In this model, a design that looks safe in temperature can be close to runaway in current.

## Part (e): limits of the model

*Estimate how far the main neglected effects move the result.*

**Answer.** Let both resistances depend on temperature. The maximum of $(T-T_a)/(R_{th}R)$ then satisfies

$$\frac{1}{T-T_a}=\frac{s}{T},\qquad s=\frac{d\ln(RR_{th})}{d\ln T},\qquad\text{so}\qquad T=\frac{s}{s-1}T_a, \tag{9}$$

with $s$ taken at the solution. Whatever steepens the product $RR_{th}$ lowers the limiting temperature.

**Exponent.** This is the largest uncertainty considered here. The limit is 550 K for $n=2.2$ and 487.5 K for $n=2.6$, so 514 K holds only for the stated exponent: a change of 0.1 in $n$ moves it by about 15 K.

**Series resistance.** Take a rough, temperature-independent 5 mΩ cm² for channel and substrate. Divided by the area of 0.3 cm² this is 16.7 mΩ, which reduces $s$ to 2.37. The limit moves to 519 K and 13.7 A.

**Die conductivity.** A 450 µm die with a conductivity of 3.7 W/(cm K) contributes 0.04 K/W of the 0.8 K/W at 300 K. Let its conductivity fall as $T^{-1.3}$, with the whole die at junction temperature, which overestimates the effect. Then $s=2.52$, and the limit is 497 K and 13.5 A. Together with the series resistance it is 501 K and 13.4 A.

**Velocity saturation.** Let the drift velocity be $v=\mu E/(1+\mu E/v_{sat})$, with constant $v_{sat}=2\times10^7$ cm/s. Solving for the field gives $E=v/[\mu(1-v/v_{sat})]$, so $R$ is divided by $1-v/v_{sat}$. Since $v=I/(qNA)$ is set by the current alone, the steady balance reads

$$\frac{I^2}{1-v/v_{sat}}=I_s^2(T).$$

The left side increases with $I$, so the largest current still occurs at $T^*$. At $I_{max}$ the ratio $v/v_{sat}$ is $4.8\times10^5/(2\times10^7)=0.024$, and the limiting current falls by about 1.2 %, to 13.6 A. The size depends on the assumed law: with $v=\mu E/[1+(\mu E/v_{sat})^2]^{1/2}$ the loss is only about 0.01 %. If $v_{sat}$ itself falls with temperature, the current drops slightly more and the limiting temperature also moves down a little.

**Carriers and fields.** With a rough donor depth of 0.12 eV, 0.7 % of the donors are neutral at 300 K and 0.05 % at $T^*$. The intrinsic density at $T^*$ is about $10^4$ cm⁻³, negligible beside the doping. The doping is $3.5\times10^{-5}$ of the effective band density at 300 K, so degeneracy is negligible too. The on-state field is 0.0019 MV/cm, about a thousandth of a rough critical field of 2 MV/cm: this runaway is not avalanche breakdown.

**The real case.** The parameters are rough values for a 10 kV class 4H-SiC MOSFET. In a one-dimensional estimate, the layer blocks 10 kV with a peak field of 1.56 MV/cm, below the rough critical value. The heat flux at the limit, $267.9/0.3\approx890$ W/cm², is severe and presumes very good cooling. The value of $C$ includes package parts, since the die alone stores far less heat. It affects the times in part (c) but none of the steady limits. A real package has several thermal time constants, so those times are only indicative. Real converters also have switching loss. A constant extra power $P_0$ replaces $T_a$ by $T_a+R_{th}P_0$ in (1), which raises $T^*$ and lowers $I_{max}$, as a warmer ambient does. The input values behind these estimates are set in the program.

## Computed results

```
Exponent n = 2.4; ambient = 300 K; reference T0 = 300 K
Drift layer: 100 um, doping 6.0e+14 cm^-3
Mobility at 300 K = 900 cm2/Vs; area = 0.3 cm2
Rth = 0.8 K/W; C = 10 J/K; Rth*C = 8.0 s
R0 at 300 K = 0.3853 ohm
T* formula = 514.29 K; numerical = 514.29 K
T* in Celsius = 241.1 C
Temperature rise at T* = 214.29 K
Imax formula = 13.809 A; numerical = 13.809 A
R(T*)/R0 = 3.646
R(T*) = 1.405 ohm
Power at limit = 267.9 W
Voltage at limit = 19.40 V
Steady states at 0.999 Imax: 2
Steady states at 1.001 Imax: 0
0.95 Imax = 13.119 A
  stable state = 416.7 K; unstable = 685.6 K
  measured growth rate, stable = -0.0410 1/s
  measured growth rate, unstable = 0.0437 1/s
  heated from ambient, settles at 416.7 K
1.05 Imax from ambient: passes T* at 59.9 s
  reaches 900 K at 105.9 s
Package limit = 448.15 K; current there = 13.544 A
  fraction of Imax = 0.9808
  dT/dI = 105.9 K/A
  rise per 1 % of current = 14.3 K
Ambient 350 K: T* = 600.0 K, Imax = 12.397 A
n = 2.2: T* = 550.0 K
n = 2.6: T* = 487.5 K
Series resistance = 16.7 mohm: T* = 518.6 K, Imax = 13.729 A
Die part of Rth at 300 K = 0.0405 K/W
  falling conductivity: T* = 497.2 K, Imax = 13.482 A
Both together: T* = 501.0 K, Imax = 13.397 A
Drift velocity at Imax = 4.79e+05 cm/s; saturation = 2.0e+07 cm/s
  with saturation: T* = 514.3 K, Imax = 13.645 A
Neutral donors at 300 K = 0.72 %
Neutral donors at T* = 0.05 %
Intrinsic density at T* = 9.7e+03 cm^-3
Doping / band density at 300 K = 3.5e-05
On-state field at limit = 0.00194 MV/cm
Peak field blocking 10 kV = 1.56 MV/cm
Rough critical field = 2.0 MV/cm
```
